# Long-Time Diffusion on a Chain with Random Symmetric Barriers: verification in Python

```python
"""Diffusion on a chain with random symmetric barriers and equal-energy sites.

Result under test: D = a^2 / <1/w>, with <x^2> -> 2 D t at long times.
a = site spacing, w = hopping rate across a bond in EACH direction,
<...> = average over bonds. Reduced tests use a = 1 and energies in kT.
Example: barriers uniform in E0 +- Delta, w = nu exp(-E/kT), b = Delta/kT.
s^2 = variance of 1/w divided by the square of its mean.
"""
from math import factorial
import numpy as np
from scipy import constants as sc
from scipy import integrate, linalg, sparse
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(12345)


def generator(gate, site_energy):
    """Backward generator of an open chain; rate out of n is gate*exp(energy_n)."""
    size = len(site_energy)
    matrix = np.zeros((size, size))
    i = np.arange(size - 1)
    matrix[i, i + 1] = gate * np.exp(site_energy[:-1])
    matrix[i + 1, i] = gate * np.exp(site_energy[1:])
    matrix[np.diag_indices(size)] = -matrix.sum(axis=1)
    return matrix


# --- Periodic disorder: direct time evolution of the master equation ---------
cell, copies = 8, 41
gate_cell = np.exp(-rng.uniform(-1.5, 1.5, cell))
gates = np.tile(gate_cell, copies)[:-1]
sites = np.arange(cell * copies)
first = cell * (copies // 2)
D_cell = 1 / np.mean(1 / gate_cell)
flat = generator(gates, np.zeros(len(sites)))

# The stretched coordinate spreads linearly at all times (uniform start in a cell).
stretched = np.concatenate([[0.0], np.cumsum(D_cell / gates)])
for time in (0.3, 3.0, 30.0):
    P = linalg.expm(flat * time)
    spread = np.mean([P[n] @ (stretched - stretched[n])**2
                      for n in range(first, first + cell)])
    assert abs(spread / (2 * D_cell * time) - 1) < 1e-8


def late_slope(matrix):
    """Half the late-time slope of <x^2> for a walk from one central site."""
    P1 = linalg.expm(matrix * 100.0)
    P2 = P1 @ P1
    return (P2[first] - P1[first]) @ (sites - first)**2 / 200.0


D_direct = late_slope(flat)
assert abs(D_direct / D_cell - 1) < 1e-6

# Unequal site energies, saddle energies unchanged.
energy_cell = rng.uniform(-1, 1, cell)
tilted = generator(gates, np.tile(energy_cell, copies))
D_sites = D_cell / np.mean(np.exp(-energy_cell))
assert abs(late_slope(tilted) / D_sites - 1) < 1e-6

# --- Drift on a ring at a strong field, from the stationary occupation -------
ring, field_step = 12, 1.5
w_ring = np.exp(-rng.uniform(-2, 2, ring))
forward = w_ring * np.exp(field_step / 2)
backward = np.roll(w_ring, 1) * np.exp(-field_step / 2)
balance = np.zeros((ring, ring))
for n in range(ring):
    balance[(n + 1) % ring, n] += forward[n]
    balance[(n - 1) % ring, n] += backward[n]
    balance[n, n] -= forward[n] + backward[n]
balance[0] = 1.0
occupation = np.linalg.solve(balance, np.eye(ring)[0])
velocity = occupation @ (forward - backward)
assert abs(velocity * np.mean(1 / w_ring) / (2 * np.sinh(field_step / 2)) - 1) < 1e-9

# --- Steady flux through a film with fixed end occupations 1 and 0 -----------
w_film = np.exp(-rng.uniform(-2, 2, 30))
film = generator(w_film, np.zeros(31))
inside = np.linalg.solve(film[1:-1, 1:-1], -film[1:-1, 0])
assert abs(w_film[0] * (1 - inside[0]) * np.sum(1 / w_film) - 1) < 1e-9

# --- Mean-square displacement by numerical inversion of its Laplace transform -
TERMS = 10


def inversion_weight(k):
    half = TERMS // 2
    total = sum(j**half * factorial(2 * j) / (factorial(half - j) * factorial(j)
                * factorial(j - 1) * factorial(k - j) * factorial(2 * j - k))
                for j in range((k + 1) // 2, min(k, half) + 1))
    return (-1)**(k + half) * total


WEIGHTS = [inversion_weight(k) for k in range(1, TERMS + 1)]


def displacement_squared(w, time):
    """Average over all starting sites of an open chain, spacing 1."""
    size = len(w) + 1
    drift, leave = np.zeros(size), np.zeros(size)
    drift[:-1] += w
    drift[1:] -= w
    leave[:-1] += w
    leave[1:] += w
    band = np.zeros((2, size))
    band[1, :-1] = -w
    result = 0.0
    for k, weight in enumerate(WEIGHTS, start=1):
        z = k * np.log(2) / time
        band[0] = leave + z
        memory = drift @ linalg.solveh_banded(band, drift, lower=True)
        result += weight * 2 * (w.sum() - memory) / size / z**2
    return result * np.log(2) / time


w_short = np.exp(-rng.uniform(-2, 2, 199))
short_chain = generator(w_short, np.zeros(200))
position = np.arange(200)
distance2 = (position[:, None] - position[None, :])**2
for time in (2.0, 20.0):
    direct = np.sum(linalg.expm(short_chain * time) * distance2) / 200
    assert abs(displacement_squared(w_short, time) / direct - 1) < 2e-3


# --- Random walk on a periodic cubic lattice ---------------------------------
def lattice_diffusion(rates):
    """Long-time D along x; rates[axis] holds the bonds leaving along that axis."""
    shape = rates.shape[1:]
    count = int(np.prod(shape))
    index = np.arange(count).reshape(shape)
    rows, cols, vals = [], [], []
    for axis in range(3):
        i = index.ravel()
        j = np.roll(index, -1, axis=axis).ravel()
        w = rates[axis].ravel()
        rows += [i, j, i, j]
        cols += [i, j, j, i]
        vals += [w, w, -w, -w]
    matrix = sparse.coo_matrix((np.concatenate(vals),
                                (np.concatenate(rows), np.concatenate(cols))),
                               shape=(count, count)).tocsc()
    source = (rates[0] - np.roll(rates[0], 1, axis=0)).ravel()
    shift = np.zeros(count)
    shift[1:] = spsolve(matrix[1:, 1:], source[1:], permc_spec="MMD_AT_PLUS_A")
    shift = shift.reshape(shape)
    return np.mean(rates[0] * (1 + np.roll(shift, -1, axis=0) - shift))


layered = np.exp(-rng.uniform(-2, 2, (3, 6, 6, 6)))
layer = np.exp(-rng.uniform(-2, 2, 6))
layered[0] = layer[:, None, None]
assert abs(lattice_diffusion(layered) * np.mean(1 / layer) - 1) < 1e-8

# --- Worked example: rough values for oxygen vacancies in hafnium oxide ------
k_eV = sc.k / sc.e
a_nm, nu, E0, Delta = 0.3, 1e13, 1.0, 0.2
film_nm, charge, field_MV_cm, kappa, site_spread = 9.0, 2, 1.0, 20.0, 0.1
hops = round(film_nm / a_nm)
a_cm, film_cm = a_nm * 1e-7, film_nm * 1e-7
print(f"spacing {a_nm} nm, attempt frequency {nu:.1e} /s")
print(f"barriers {E0} +- {Delta} eV, film {film_nm} nm = {hops} hops")
print(f"charge {charge} e, field {field_MV_cm} MV/cm, dielectric constant {kappa}")
print(f"periodic test cell: D direct {D_direct:.8f}, formula {D_cell:.8f} (a=1)")


def mean_inverse_rate(beta):
    """Average of 1/w over the barrier distribution by quadrature, in s."""
    value = integrate.quad(lambda E: np.exp(beta * (E - E0)), E0 - Delta,
                           E0 + Delta, epsabs=0, epsrel=1e-12)[0]
    return value / (2 * Delta) * np.exp(beta * E0) / nu


for T in (600.0, 358.15):
    kT = k_eV * T
    b = Delta / kT
    D = a_cm**2 * nu * np.exp(-E0 / kT) * b / np.sinh(b)
    tau = mean_inverse_rate(1 / kT)
    assert abs(D * tau / a_cm**2 - 1) < 1e-9
    mean_w = integrate.quad(lambda E: nu * np.exp(-E / kT), E0 - Delta,
                            E0 + Delta, epsabs=0)[0] / (2 * Delta)
    s2 = b / np.tanh(b) - 1
    second = integrate.quad(lambda u: np.exp(2 * b * u) / 2, -1, 1)[0]
    first_moment = integrate.quad(lambda u: np.exp(b * u) / 2, -1, 1)[0]
    assert abs(second / first_moment**2 - 1 - s2) < 1e-8
    activation = E0 + Delta / np.tanh(b) - kT
    h = 1e-3 / kT
    slope = np.log(mean_inverse_rate(1 / kT + h) / mean_inverse_rate(1 / kT - h)) / (2 * h)
    assert abs(slope - activation) < 1e-5
    f = charge * field_MV_cm * 0.1 * a_nm / kT
    mobility = charge * D / kT
    speed = 2 * D / a_cm * np.sinh(f / 2)
    nonlinear = speed / (mobility * field_MV_cm * 1e6)
    u = sc.h * nu / (sc.k * T)
    tunnel = (u / 2) / np.sin(u / 2)
    tunnel_quad = integrate.quad(lambda x: np.exp(-x) / (1 + np.exp(-2 * np.pi * x / u)),
                                 -60, 60, points=[0], limit=400)[0]
    assert abs(tunnel_quad / tunnel - 1) < 1e-6
    site_factor = (site_spread / kT) / np.sinh(site_spread / kT)
    repel_nm = charge**2 * sc.e / (4 * np.pi * sc.epsilon_0) * 1e9 / (kappa * kT)
    t10 = tau * (s2 / 0.1)**2 / np.pi
    print(f"--- T = {T} K: kT = {kT:.5f} eV, b = {b:.3f}")
    print(f"rate at mean barrier {nu*np.exp(-E0/kT):.4e} /s, mean rate {mean_w:.4e} /s")
    print(f"mean inverse rate {tau:.4e} s")
    print(f"D = {D:.4e} cm2/s = {D*1e14:.4e} nm2/s")
    print(f"short-time D (mean rate) {a_cm**2*mean_w:.4e} cm2/s, ratio {mean_w*tau:.2f}")
    print(f"activation energy of D {activation:.4f} eV")
    print(f"diffusion time L^2/(2D) for the film {film_cm**2/(2*D):.4e} s")
    print(f"mobility {mobility:.4e} cm2/Vs, drift speed {speed:.4e} cm/s")
    print(f"drift time through the film {film_cm/speed:.4e} s")
    print(f"s^2 = {s2:.4f}, film-to-film scatter of mean 1/w {np.sqrt(s2/hops):.3f}")
    print(f"late-time law: 10% excess at {t10:.3e} s, rms path {a_nm*np.sqrt(2*t10/tau):.2f} nm")
    print(f"lowest barrier / kT {(E0-Delta)/kT:.1f}")
    print(f"field: q F a/kT = {f:.3f}, speed / linear law {nonlinear:.4f}")
    print(f"tunnelling factor on rates {tunnel:.4f}")
    print(f"site energies +-{site_spread} eV: D times {site_factor:.4f}")
    print(f"vacancy repulsion equals kT at {repel_nm:.2f} nm")

# --- Approach to the limit and film scatter for the 600 K barriers -----------
b_hot = Delta / (k_eV * 600.0)
s2_hot = b_hot / np.tanh(b_hot) - 1
w_long = np.exp(-b_hot * rng.uniform(-1, 1, 400000))
unit_time = np.mean(1 / w_long)
print("--- 600 K, random chain of 400000 bonds: <x^2>/(2Dt)")
for steps in (1, 10, 100, 1000, 10000):
    time = steps * unit_time
    ratio = displacement_squared(w_long, time) / (2 * steps)
    law = 1 + s2_hot / np.sqrt(np.pi * steps)
    print(f"D t/a^2 = {steps}: computed {ratio:.4f}, late-time law {law:.4f}")
assert abs((ratio - 1) / (law - 1) - 1) < 0.15  # sampling and next-order terms

groups = (1 / w_long)[:len(w_long) // hops * hops].reshape(-1, hops).mean(axis=1)
scatter = groups.std() / groups.mean()
assert abs(scatter / np.sqrt(s2_hot / hops) - 1) < 0.04  # finite sampling
print(f"sampled film-to-film scatter {scatter:.3f}")

# --- Three dimensions: the ion can go round a high barrier -------------------
gain = []
for sample in range(4):
    rates = np.exp(-b_hot * rng.uniform(-1, 1, (3, 12, 12, 12)))
    D_cubic = lattice_diffusion(rates)
    assert 1 / np.mean(1 / rates[0]) < D_cubic < np.mean(rates[0])
    gain.append(D_cubic * np.sinh(b_hot) / b_hot)
print(f"cubic lattice, 4 samples of 12^3 sites: D(3D)/D(1D) = {np.mean(gain):.2f}")
print(f"sample-to-sample standard deviation {np.std(gain, ddof=1):.2f}")
print("all assertions hold")
```

Output:

```
spacing 0.3 nm, attempt frequency 1.0e+13 /s
barriers 1.0 +- 0.2 eV, film 9.0 nm = 30 hops
charge 2 e, field 1.0 MV/cm, dielectric constant 20.0
periodic test cell: D direct 0.97369318, formula 0.97369318 (a=1)
--- T = 600.0 K: kT = 0.05170 eV, b = 3.868
rate at mean barrier 3.9845e+04 /s, mean rate 2.4636e+05 /s
mean inverse rate 1.5518e-04 s
D = 5.7998e-12 cm2/s = 5.7998e+02 nm2/s
short-time D (mean rate) 2.2172e-10 cm2/s, ratio 38.23
activation energy of D 1.1485 eV
diffusion time L^2/(2D) for the film 6.9830e-02 s
mobility 2.2435e-10 cm2/Vs, drift speed 2.3715e-04 cm/s
drift time through the film 3.7951e-03 s
s^2 = 2.8716, film-to-film scatter of mean 1/w 0.309
late-time law: 10% excess at 4.073e-02 s, rms path 6.87 nm
lowest barrier / kT 15.5
field: q F a/kT = 1.160, speed / linear law 1.0571
tunnelling factor on rates 1.0272
site energies +-0.1 eV: D times 0.5711
vacancy repulsion equals kT at 5.57 nm
--- T = 358.15 K: kT = 0.03086 eV, b = 6.480
rate at mean barrier 8.4782e-02 /s, mean rate 4.2660e+00 /s
mean inverse rate 5.9349e+02 s
D = 1.5165e-18 cm2/s = 1.5165e-04 nm2/s
short-time D (mean rate) 3.8394e-15 cm2/s, ratio 2531.82
activation energy of D 1.1691 eV
diffusion time L^2/(2D) for the film 2.6707e+05 s
mobility 9.8270e-17 cm2/Vs, drift speed 1.1449e-10 cm/s
drift time through the film 7.8607e+03 s
s^2 = 5.4803, film-to-film scatter of mean 1/w 0.427
late-time law: 10% excess at 5.674e+05 s, rms path 13.12 nm
lowest barrier / kT 25.9
field: q F a/kT = 1.944, speed / linear law 1.1651
tunnelling factor on rates 1.0789
site energies +-0.1 eV: D times 0.2541
vacancy repulsion equals kT at 9.33 nm
--- 600 K, random chain of 400000 bonds: <x^2>/(2Dt)
D t/a^2 = 1: computed 3.0979, late-time law 2.6201
D t/a^2 = 10: computed 1.6024, late-time law 1.5123
D t/a^2 = 100: computed 1.1744, late-time law 1.1620
D t/a^2 = 1000: computed 1.0532, late-time law 1.0512
D t/a^2 = 10000: computed 1.0161, late-time law 1.0162
sampled film-to-film scatter 0.310
cubic lattice, 4 samples of 12^3 sites: D(3D)/D(1D) = 12.45
sample-to-sample standard deviation 0.64
all assertions hold
```
